# Squeezed Light in a Lossy Waveguide: Vacuum Admixture and Its Limits

## Half the light lost

Let a squeezed mode meet a beam splitter that transmits half of its power. The other input port is dark, which in quantum optics means that it carries vacuum. With the phases suitably chosen, the transmitted quadrature is

$$X_{\rm out}=\frac{X_{\rm in}+X_{\rm vac}}{\sqrt2}.$$

The two inputs are uncorrelated, so their variances add. In units where the vacuum variance is 1,

$$V_{\rm out}=\frac{V_{\rm in}+1}{2}.$$

The output variance lies halfway between the input variance and the shot-noise reference. If $V_{\rm in}<1$, the midpoint is also below 1. Loss has weakened the squeezing, but it has not carried the variance across the reference.

Excess noise means a variance above the shot-noise reference. The statement proved here is that linear loss into vacuum cannot turn a squeezed quadrature into one with excess noise. It holds at constant transmission, for a single mode or for a band transmitted uniformly, when the readout follows the propagation phase at every frequency involved.

## Conventions and the origin of the added noise

Let $a$ be the annihilation operator of the mode, with $[a,a^\dagger]=1$. Define

$$X_\theta=a e^{-i\theta}+a^\dagger e^{i\theta}.$$

In vacuum the mean of $X_\theta$ is zero, and the one surviving term of $\langle X_\theta^2\rangle$ is $\langle aa^\dagger\rangle=1$. The shot-noise reference is therefore $V=1$ at every angle. Since $[X_\theta,X_{\theta+\pi/2}]=2i$, the uncertainty relation reads $V(\theta)V(\theta+\pi/2)\ge1$.

Let $\eta$ be the power transmission and $\phi$ the propagation phase. Attenuation alone would give $b=\sqrt\eta\,e^{i\phi}a$, but then

$$[b,b^\dagger]=\eta[a,a^\dagger]=\eta .$$

For $\eta<1$ this is not a mode operator. Applied to vacuum, it would give variance $\eta$ in both quadratures and an uncertainty product $\eta^2<1$. An operator $F$ belonging to other modes must be added:

$$b=\sqrt\eta\,e^{i\phi}a+F .$$

As $F$ commutes with $a$ and $a^\dagger$, the condition $[b,b^\dagger]=1$ requires $[F,F^\dagger]=1-\eta$. In a passive linear device $F$ is a sum of annihilation operators of the loss modes. That sum can be written as $\sqrt{1-\eta}\,v$ with $[v,v^\dagger]=1$, so

$$b=\sqrt\eta\,e^{i\phi}a+\sqrt{1-\eta}\,v .$$

Scattering, absorption, facet loss and limited detection efficiency take this form when they are linear and constant in time. Gain and nonlinear absorption do not, and are excluded. A fluctuating transmission is excluded too: it makes any mean field fluctuate, which adds noise to the quadratures whose mean is not zero.

## The variance law and the proof

Insert $b$ into the definition of the quadrature. The signal term contains $e^{i\phi}e^{-i\theta}=e^{-i(\theta-\phi)}$, hence

$$X^{\rm out}_\theta=\sqrt\eta\,X^{\rm in}_{\theta-\phi}+\sqrt{1-\eta}\,X^{v}_\theta .$$

The signal and the loss mode are uncorrelated, so the covariance between the two terms vanishes. With the loss mode in vacuum,

$$V_{\rm out}(\theta)=\eta V_{\rm in}(\theta-\phi)+1-\eta .$$

Subtracting 1 from both sides gives

$$\boxed{V_{\rm out}(\theta)-1=\eta\,[V_{\rm in}(\theta-\phi)-1]}$$

For $0<\eta\le1$ the factor $\eta$ is positive, so both sides have the same sign. If the input quadrature is squeezed, the right side is negative and $V_{\rm out}<1$. Because a variance cannot be negative, the law also gives $V_{\rm out}\ge1-\eta$. Together,

$$1-\eta\le V_{\rm out}<1 .$$

At $\eta=0$ the output is vacuum and $V_{\rm out}=1$: the squeezing is gone, but there is still no excess noise. The same sign argument shows that this kind of loss cannot create squeezing in a quadrature that had none.

The proof used variances and the absence of correlation, not the shape of the state. It therefore also covers non-Gaussian inputs and inputs with a mean field. A numerical test used a superposition of zero, one and two photons with a nonzero mean field. Its input variance was 0.7073 at the chosen angle. A transmission of 0.3 gives $1-0.3(1-0.7073)=0.9122$, in agreement with the variance computed from the photon-number state.

## Loss distributed along the guide

For two successive losses with independent vacuum modes, and with the readout following the phase,

$$V_2-1=\eta_2(V_1-1)=\eta_2\eta_1(V_0-1).$$

Transmissions multiply. Now take a waveguide slice of length $dz$ with power attenuation coefficient $\alpha$. Its transmission is $1-\alpha\,dz$ to first order, and

$$V(z+dz)=(1-\alpha\,dz)V(z)+\alpha\,dz .$$

Subtracting $V(z)$ and dividing by $dz$ gives

$$\frac{dV}{dz}=-\alpha(V-1),\qquad V(L)-1=e^{-\alpha L}[V(0)-1].$$

The variance relaxes towards 1 without overshoot. If the loss is quoted as $A$ in dB per unit length, then $e^{-\alpha L}=10^{-AL/10}$, so $\alpha=A\ln(10)/10$. These formulas apply to the guide after the source. A section in which squeezing is still being generated needs a further term that describes the squeezing process.

## Squeezed vacuum and the recovery of its parameters

For squeezed vacuum with parameter $r>0$, the quadratures at $0$ and $\pi/2$ have variances $s=e^{-2r}$ and $1/s$, with no symmetrized correlation between them. Since $X_\theta=\cos\theta\,X_0+\sin\theta\,X_{\pi/2}$,

$$V_{\rm in}(\theta)=s\cos^2\theta+s^{-1}\sin^2\theta .$$

From here on, output angles are measured from the transmitted squeezed quadrature. The two principal output variances are

$$V_-=1-\eta(1-s),\qquad V_+=1+\eta(s^{-1}-1).$$

Their product is

$$\begin{aligned}
V_-V_+&=(1-\eta+\eta s)(1-\eta+\eta/s)\\
&=(1-\eta)^2+\eta^2+\eta(1-\eta)(s+s^{-1})\\
&=1+\eta(1-\eta)(s+s^{-1}-2)\\
&=1+4\eta(1-\eta)\sinh^2 r .
\end{aligned}$$

The third line uses $(1-\eta)^2+\eta^2=1-2\eta(1-\eta)$, and the last uses $s+s^{-1}=2\cosh2r$. For $0<\eta<1$ the product exceeds 1. The output is Gaussian, and a pure Gaussian state has product 1, so the output is mixed: part of the information has left with the lost light.

The two output variances determine both unknowns. From

$$1-V_-=\eta(1-s),\qquad V_+-1=\eta\frac{1-s}{s},$$

division gives

$$s=\frac{1-V_-}{V_+-1}.$$

Then $1-s=(V_-+V_+-2)/(V_+-1)$, and $\eta=(1-V_-)/(1-s)$ becomes

$$\eta=\frac{(1-V_-)(V_+-1)}{V_-+V_+-2}.$$

This inversion assumes a pure squeezed-vacuum source and no disturbance except vacuum loss. Its denominator equals $\eta(1-s)^2/s$, which is small for weak squeezing, so measurement errors are then strongly amplified.

## A waveguide link

Take 6.0 dB of input squeezing, a facet loss of 1.0 dB, a guide of 3.0 cm with 0.2 dB/cm, and a detection efficiency of 0.90. These are round model parameters. Then $s=10^{-0.6}=0.2512$, and

$$\eta=0.7943\times0.8710\times0.90=0.6226 .$$

The squeezed output variance is

$$V_-=1-0.6226(1-0.2512)=0.534,$$

which is $-2.73$ dB relative to shot noise. The antisqueezed variance is

$$V_+=1+0.6226(3.9811-1)=2.86,$$

or $+4.56$ dB. The antisqueezed quadrature was noisy at the input; loss has reduced its excess from 2.98 to 1.86.

A better source cannot remove the vacuum contribution. For infinite input squeezing and a readout without phase error, $V_-$ tends to $1-\eta=0.377$, or $-4.23$ dB. Since $\partial V_-/\partial s=\eta$ and $\partial V_-/\partial\eta=-(1-s)$, improving the source has less effect at low transmission, while improving the transmission has more effect for a strongly squeezed source. To reach a target $V_{\rm t}<1$, the link needs

$$\eta\ge\frac{1-V_{\rm t}}{1-s},$$

which is possible only if $V_{\rm t}\ge s$.

With the other parameters fixed, the squeezing is 3.33 dB for zero guide length, 1.79 dB at 10 cm, 0.63 dB at 30 cm and 0.023 dB at 100 cm. It fades without crossing the reference. For small $\eta$, expanding the logarithm gives a level of approximately $-(10/\ln10)\,\eta(1-s)$ dB. Loss in dB must not be subtracted from squeezing in dB: transmissions are multiplied, the variance law is applied in linear units, and the result is converted to dB last.

## Thermal loss modes

If the loss mode has mean occupation $n$ and no phase preference, its quadrature variance is $\langle vv^\dagger+v^\dagger v\rangle=1+2n$. The squeezed output becomes

$$V=\eta s+(1-\eta)(1+2n)=1-\eta(1-s)+2n(1-\eta).$$

It exceeds 1 when

$$n>\frac{\eta(1-s)}{2(1-\eta)}.$$

For the link above, with the same occupation in all loss modes, the threshold is 0.618. At wavelength 1550 nm and temperature 300 K, the Bose occupation $n=[e^{hc/(\lambda k_BT)}-1]^{-1}$ is $3.65\times10^{-14}$. Vacuum is therefore an excellent approximation for optical loss modes in thermal equilibrium at these values. This estimate does not cover stray pump or local-oscillator light in the loss modes. Nor does it cover thermal phonons and temperature fluctuations, which modulate the refractive index and add noise when a bright field shares the guide. Such effects lie outside the model of constant linear loss into vacuum.

The approximation is not harmless at every frequency. At 300 K the occupation is 0.2 at 11.2 THz, a wavelength of about 27 µm. With $\eta=0.2$ and $n=0.2$, the same input variance gives

$$V=0.2\times0.2512+0.8\times1.4=1.17 .$$

Here attenuation does produce excess noise, because it admits thermal noise as well as vacuum noise.

## Readout angle and phase jitter

If the readout is displaced by $\theta$ from the squeezed quadrature, shot noise is reached when $V_{\rm in}(\theta)=1$. Writing 1 as $\cos^2\theta+\sin^2\theta$,

$$(s^{-1}-1)\sin^2\theta=(1-s)\cos^2\theta .$$

Since $s^{-1}-1=(1-s)/s$, this gives $\tan^2\theta=s$, or $|\tan\theta|=e^{-r}$ for the crossing nearest the squeezed axis. For 6 dB the angle is $26.6^\circ$. It does not depend on $\eta$, because loss preserves the sign of $V-1$ at each angle. Excess noise seen beyond this angle was already present in the corresponding input quadrature.

Now let $\theta$ fluctuate with a Gaussian distribution of zero mean and standard deviation $\sigma$, and pool the data over the fluctuations. Squeezed vacuum has no mean field, so the pooled variance is the average of $V(\theta)$. With $q=\langle\cos2\theta\rangle=e^{-2\sigma^2}$,

$$\overline V=\frac{1+q}{2}V_-+\frac{1-q}{2}V_+ .$$

At the threshold $\overline V=1$,

$$(1+q)(1-V_-)=(1-q)(V_+-1).$$

Dividing by $V_+-1$ and using $(1-V_-)/(V_+-1)=s$ gives $s(1+q)=1-q$, hence

$$e^{-2\sigma^2}=\frac{1-s}{1+s}=\tanh r .$$

The threshold is again independent of $\eta$. For 6 dB it is 507 mrad. A jitter of 50 mrad changes the link's squeezed variance from 0.534 to 0.540, so the level moves from $-2.73$ to $-2.68$ dB. Jitter also limits the use of a better source: as $s$ tends to zero, $V_+$ grows as $1/s$, so at fixed jitter $\overline V$ eventually rises.

## Unequal transmission of two sidebands

A homodyne signal at a nonzero analysis frequency combines two optical sidebands, one on each side of the carrier. A resonance or a filter edge can transmit them unequally. The single-mode proof then does not apply to a fixed joint quadrature, even if every loss mode is in vacuum.

Let the sidebands form a two-mode squeezed vacuum with

$$\langle a_j^\dagger a_j\rangle=\sinh^2r,\qquad \langle a_1a_2\rangle=-\tfrac12\sinh2r .$$

Their transmissions are $\eta_1,\eta_2>0$, and the propagation phases are absorbed into the readout. With $X_j=b_j+b_j^\dagger$ at the output,

$$\begin{aligned}
\operatorname{Var}X_j&=1+2\eta_j\sinh^2r,\\
\operatorname{Cov}(X_1,X_2)&=-\sqrt{\eta_1\eta_2}\,\sinh2r .
\end{aligned}$$

Balanced readout measures $X_B=(X_1+X_2)/\sqrt2$. Its variance is half the sum of the two variances plus the covariance:

$$V_B=1+(\eta_1+\eta_2)\sinh^2r-\sqrt{\eta_1\eta_2}\,\sinh2r .$$

For $\eta_1=\eta_2=\eta$, the identity $2\sinh^2r-\sinh2r=e^{-2r}-1$ restores the single-mode law. For unequal transmissions, set $u=\sqrt{\eta_>/\eta_<}\ge1$, where the subscripts mark the larger and the smaller value. Subtracting 1 from both sides of $V_B>1$, moving the negative term to the right and dividing by $2\sqrt{\eta_1\eta_2}\,\sinh^2r$ gives

$$\frac{u+u^{-1}}2>\coth r,\qquad\text{or}\qquad u^2-2u\coth r+1>0 .$$

The roots are $\coth r\pm1/\sinh r$. Their product is 1, and the larger is $(\cosh r+1)/\sinh r=\coth(r/2)$. Excess noise therefore appears when

$$\frac{\eta_>}{\eta_<}>\coth^2(r/2).$$

For 6 dB the threshold ratio is 9.06. Transmissions 0.90 and 0.05 have ratio 18 and give $V_B=1.13$. The reason is that the output reads a different input combination:

$$X_B=\sqrt{\frac{\eta_1+\eta_2}{2}}\;\frac{\sqrt{\eta_1}X_1^{\rm in}+\sqrt{\eta_2}X_2^{\rm in}}{\sqrt{\eta_1+\eta_2}}+\text{vacuum noise}.$$

When the weights are very unequal, this input combination is itself noisier than vacuum, because the noise of one sideband is no longer cancelled by the other.

Squeezing has not disappeared from the pair. Let $C$ be the covariance matrix of $X_1$ and $X_2$. Then

$$\begin{aligned}
\det(C-I)&=4\eta_1\eta_2\sinh^4r-\eta_1\eta_2\sinh^22r\\
&=4\eta_1\eta_2\sinh^2r\,(\sinh^2r-\cosh^2r)\\
&=-4\eta_1\eta_2\sinh^2r<0 .
\end{aligned}$$

A symmetric two-by-two matrix with negative determinant has one negative eigenvalue. Some normalized combination of $X_1$ and $X_2$ thus has variance below 1. In the example the smallest variance is 0.912, with weights 0.341 on the strongly transmitted sideband and 0.940 on the weakly transmitted one. A readout that can weight the sidebands separately is needed to reach it.

There is also a remedy for balanced readout. Attenuating the stronger sideband until both transmissions are 0.05 gives $V_B=1-0.05(1-0.2512)=0.963$. Additional loss then brings the measured variance back below shot noise, because it removes noise of the stronger sideband that the weaker one could not cancel. Equal transmission is not the optimum. With the weaker transmission $\eta_2$ fixed, $V_B$ is quadratic in $\sqrt{\eta_1}$. Its minimum, $V_B=1-\eta_2$, lies at $\sqrt{\eta_1}=\sqrt{\eta_2}\coth r$ and can be reached by attenuation if this $\eta_1$ does not exceed the original transmission of the stronger sideband. Here that means $\eta_1=0.140$ and $V_B=0.950$.

A measured variance above 1 in a quadrature believed to be squeezed therefore cannot be assigned to constant, uniform vacuum loss alone. Either the input was not squeezed in the quadrature being read, or another premise has failed; phase error, unequal sideband transmission and added thermal noise are the examples worked out here. The numerical output below lists the parameters and the principal results.

## Values computed for the example and the checks

```
Variances are in units of the vacuum (shot-noise) variance
input squeezing: 6.0 dB
squeezing parameter r: 0.6908
input squeezed variance s: 0.2512
input antisqueezed variance 1/s: 3.9811
facet loss: 1.0 dB
facet transmission: 0.7943
waveguide loss: 0.2 dB/cm
attenuation coefficient alpha: 0.04605 1/cm
waveguide length: 3.0 cm
waveguide transmission: 0.8710
detection efficiency: 0.90
total transmission eta: 0.6226
output squeezed variance, formula: 0.5338
output squeezed variance, number states: 0.5338
output squeezed noise level: -2.73 dB
output antisqueezed variance: 2.8562
output antisqueezed noise level: 4.56 dB
output variance product: 1.5245
variance floor for infinite input squeezing: 0.3774
noise level of this floor: -4.23 dB
eta recovered from output variances: 0.6226
s recovered from output variances: 0.2512
length (cm), total transmission, squeezed variance, level (dB)
    0.0  0.71490  0.46468  -3.3285
    3.0  0.62265  0.53375  -2.7266
   10.0  0.45107  0.66223  -1.7899
   30.0  0.17957  0.86553  -0.6272
  100.0  0.00715  0.99465  -0.0233
non-Gaussian test, transmission 0.3, input variance: 0.7073
non-Gaussian test, output variance: 0.9122
wavelength: 1550 nm; temperature: 300 K
thermal occupation at these values: 3.65e-14
occupation needed for crossing in the example: 0.6178
hot-bath test: eta 0.2, occupation 0.2
hot-bath threshold occupation: 0.0936
hot-bath output variance: 1.1702
readout angle where variance is 1: 26.62 degrees
phase jitter: 50 mrad
squeezed variance with jitter: 0.5395
noise level with jitter: -2.68 dB
jitter where mean variance is 1: 507 mrad
sideband transmissions: 0.90 and 0.05
sideband transmission ratio: 18.0
threshold ratio for balanced readout: 9.057
balanced joint variance: 1.1345
optimal joint variance: 0.9125
optimal weights, sidebands 1 and 2: 0.3406, 0.9402
determinant of covariance minus identity: -0.1005
```
